# Wall slope, mean force and contact valley splitting in silicon inversion layers, part 2

To find the valley splitting of a silicon inversion layer from an interface constant, one must decide which field multiplies it: the surface field or an average over the electron's distribution.

Silicon lies at $z>0$, with a hard wall at $z=0$. The mass $m$ along $z$ is constant, $K=\hbar^2/2m$, and primes on functions of $z$ denote $d/dz$. For potential energy $V(z)$, the envelope $f$ of a subband with energy $E$ obeys

$$-Kf''+(V-E)f=0,\qquad f(0)=0,\qquad \int_0^\infty f^2dz=1. \tag{1}$$

Means $\langle\cdot\rangle$ are weighted by $f^2$, and $\langle V'\rangle$ is the mean force towards the wall. A triangular well has $V=eFz$; a field $F$ of 10 MV/m gives 10 meV/nm. Subbands are numbered $n=0,1,2,\ldots$

**Theorem 1.** Let $V$ be finite and continuous at the wall and differentiable for $z>0$, let $f'$ and $(V-E)f^2$ vanish at infinity, and let $V'f^2$ be integrable. Then

$$K\,f'(0)^2=\left\langle\frac{dV}{dz}\right\rangle. \tag{2}$$

The proof integrates $\frac{d}{dz}[-Kf'^2+(V-E)f^2]=V'f^2$ from the wall to infinity.

**Lemma 1.** If the wall stands at $z_w$ while $V(z)$ stays fixed,

$$\frac{dE}{dz_w}=\left\langle\frac{dV}{dz}\right\rangle=Kf'(0)^2, \tag{4}$$

with the slope taken at the wall.

Near the wall,

$$f^2\simeq f'(0)^2z^2\left[1-\frac{E-V(0)}{3K}z^2\right]. \tag{7}$$

A contact splitting is

$$E_{vs}=2w\,f'(0)^2, \tag{8}$$

with $w$ a field-independent interface constant, so $E_{vs}=2w\langle V'\rangle/K$.

A two-valley chain is to determine $w$. Its sites $j=1,2,\ldots$ lie at $z=ja$, with amplitudes $\psi_j$, $t>0$, $c=\cos\varphi_0$, $s=\sin\varphi_0$ and $0<\varphi_0<\pi$:

$$t\left[\psi_{j+2}+\psi_{j-2}-4c(\psi_{j+1}+\psi_{j-1})+(2+4c^2)\psi_j\right]+V(ja)\psi_j=E\psi_j, \tag{15}$$

$$\psi_0=\psi_{-1}=0. \tag{16}$$

For $V=0$ the valleys lie at phases $\varphi=\pm\varphi_0$ per site. With $\varphi=\varphi_0+q$, the band energy is

$$4t(\cos\varphi-c)^2=4ts^2q^2+4tsc\,q^3+O(q^4). \tag{18}$$

With $q=ka$, the quadratic term equals $Kk^2$ if

$$K=4ts^2a^2. \tag{19}$$

The numerical examples use $m=0.92\,m_e$, for which $K=0.0414$ eV nm². The earlier finite-difference mesh had a step of 0.02 nm.

### Theorem 3 (splitting at the wall of the chain)

Let $V$ be smooth on the scale of $a$, let the envelope length $L$ satisfy $a/L\ll1$ at fixed $\varphi_0$, and let the splitting be small against the subband spacing. To leading order in $a/L$, the two valley states of a subband have energies

$$E_\pm=E_n-\frac a2\left(1\pm\frac1{\sin\varphi_0}\right)\langle V'\rangle, \tag{20}$$

with corrections of higher order in $a/L$, which need not be the same for both states. Hence

$$E_{vs}=\frac{a}{\sin\varphi_0}\langle V'\rangle,\qquad
w=\frac{Ka}{2\sin\varphi_0}=\frac{\hbar^2a}{4m\sin\varphi_0}. \tag{21}$$

**Proof, step 1: the envelope equation.** The chain Hamiltonian is real, so its states can be taken real. Write

$$\psi_j=e^{i\varphi_0j}G(ja)+e^{-i\varphi_0j}G(ja)^*$$

with a smooth complex envelope $G$. It suffices that the first term satisfies equation (15), since the second is its conjugate. Acting on the first term, the band energy becomes a function of $q=-ia\,d/dz$, so that $q^2=-a^2d^2/dz^2$ and $q^3=ia^3d^3/dz^3$. By equation (19), $4tsc\,a^3=Ka\,c/s$. Through cubic order,

$$-KG''+iKa\frac cs G'''+(V-E)G=0. \tag{22}$$

The cubic term is smaller than the quadratic one by $a/L$ and is treated as a correction.

Without it, a decaying solution is a real function times a constant phase. Write

$$G=e^{i\alpha}(g+ih),$$

with real $g$ and $h$, where $h$ is smaller than $g$ by a factor of order $a/L$. Let $b=g'(0)$.

**Step 2: the wall conditions.** The condition $\psi_0=0$ says that $G(0)$ is imaginary, so $G(0)=i\eta$ with real $\eta$. For the second condition use $G(-a)\simeq G(0)-aG'(0)$. Equation (22) makes $G''(0)$ small enough that the next term is a relative correction of order $(a/L)^2$. With $G'(0)\simeq e^{i\alpha}b$,

$$0=\operatorname{Re}\left[e^{-i\varphi_0}\left(i\eta-ae^{i\alpha}b\right)\right]
=\eta s-ab\cos(\alpha-\varphi_0).$$

Thus $\eta=ab\cos(\alpha-\varphi_0)/s$. Removing the phase from $G(0)$ gives

$$g(0)+ih(0)=i\eta e^{-i\alpha}=\eta(\sin\alpha+i\cos\alpha).$$

The product formulas for sine and cosine then yield

$$g(0)=\sigma ab,\qquad \sigma=\frac12\left[1+\frac{\sin(2\alpha-\varphi_0)}s\right], \tag{23}$$

$$h(0)=\frac{ab}{2s}\left[c+\cos(2\alpha-\varphi_0)\right]. \tag{24}$$

The first relation describes an in-phase envelope that extrapolates to zero at $z=-\sigma a$.

**Step 3: the phase.** The imaginary part of equation (22), after removal of $e^{i\alpha}$, is to leading order

$$-Kh''+(V-E)h+Ka\frac cs g'''=0. \tag{25}$$

Multiply by $g$ and integrate. At leading order $g$ obeys equation (1), so $(V-E)g=Kg''$ and $g(0)$ may be set to zero. The first two terms give

$$-K\int_0^\infty(gh''-g''h)dz=-K\left[gh'-g'h\right]_0^\infty=-Kb\,h(0).$$

The cubic term is integrated by parts:

$$\int_0^\infty gg'''dz=[gg'']_0^\infty-\int_0^\infty g'g''dz
=0-\frac12[g'^2]_0^\infty=\frac{b^2}{2}.$$

The sum must vanish, so

$$-Kb\,h(0)+\frac{Kac}{2s}b^2=0,\qquad h(0)=\frac{abc}{2s}. \tag{26}$$

Comparison with equation (24) leaves $\cos(2\alpha-\varphi_0)=0$, and therefore $\sin(2\alpha-\varphi_0)=\pm1$. Changing $\alpha$ by $\pi$ only reverses the sign of the state. There are thus two valley states, with

$$\sigma_\pm=\frac12\left(1\pm\frac1s\right). \tag{27}$$

**Step 4: the energy.** Let $f$ be the normalized hard-wall envelope with energy $E_n$. The in-phase envelope satisfies $-Kg''+(V-E)g=0$ up to terms of higher order. Multiply this equation by $f$, multiply the equation for $f$ by $g$, subtract and integrate:

$$(E-E_n)\int_0^\infty fg\,dz=-K[fg'-f'g]_0^\infty=-Kf'(0)g(0). \tag{28}$$

To leading order $g$ may be scaled to coincide with $f$, so the overlap is one and $g(0)=\sigma af'(0)$. Hence

$$E-E_n=-\sigma aKf'(0)^2=-\sigma a\langle V'\rangle$$

by Theorem 1. Inserting $\sigma_\pm$ gives equation (20), and subtracting the two energies gives the splitting. Comparison with $2w\langle V'\rangle/K$ gives $w$. ∎

### Two effective walls

The splitting has a mechanical meaning in this model. The two valley combinations see walls a distance $a/\sin\varphi_0$ apart, and the mean force converts that distance into energy. The midpoint lies at $-a/2$, halfway between the two sites on which the amplitude is forced to vanish.

The case $\varphi_0=\pi/2$ can be solved without an envelope expansion. Then $c=0$, and equation (15) joins sites of equal parity alone. The even sites form a chain with its node at $j=0$, and the odd sites form an identical chain with its node at $j=-1$. In a linear potential the two problems differ by a rigid displacement $a$, so corresponding levels differ by exactly $eFa$. This agrees with equation (21), since $\sin\varphi_0=1$.

As $\varphi_0$ tends to $0$ or $\pi$, the formula diverges. The two minima then merge, and the expansion about separate valleys no longer holds at a fixed envelope length. The divergence marks the end of the approximation. At fixed mass and spacing the gap between the two lowest levels does grow, but it becomes comparable with the distance to the next level and is no longer a valley splitting within one subband.

### Numerical example with rounded silicon values

Take a cubic lattice constant of 0.543 nm. The layer spacing is a quarter of it, $a=0.13575$ nm. Silicon's zone boundary along $z$ lies at $2\pi$ divided by the cubic lattice constant, which is a phase of $\pi/2$ per layer. With the valley at 0.85 of that distance,

$$\varphi_0=0.85\,\frac\pi2=1.335,\qquad \sin\varphi_0=0.9724,\qquad
\frac a{\sin\varphi_0}=0.1396\ \text{nm}.$$

The interface constant is $w=41.41\times0.1396/2\simeq2.89$ meV nm³. At 10 MV/m,

$$E_{vs}=10\ \text{meV/nm}\times0.1396\ \text{nm}=1.396\ \text{meV}.$$

Direct diagonalization of the chain in a triangular well gives the following ground-subband splittings.

| Field (MV/m) | Chain (meV) | Equation (21) (meV) | Gap to next pair (meV) |
|---:|---:|---:|---:|
| 2.5 | 0.3491 | 0.3490 | 10.8 |
| 5 | 0.6983 | 0.6980 | 17.0 |
| 10 | 1.3970 | 1.3961 | 26.6 |
| 20 | 2.7951 | 2.7921 | 41.6 |

The largest deviation is 0.11 percent of the formula. The logarithmic slope between the end points of the field range is 1.0004. The last column shows that the splitting stays small against the distance to the next pair.

The dependence on valley position and subband is clearer at a smaller spacing. With $a$ reduced to 0.0339 nm at fixed $K$ and a field of 10 MV/m, the ratio $E_{vs}/(eFa)$ is:

| $\varphi_0$ | $n=0$ | $n=1$ | $1/\sin\varphi_0$ |
|---:|---:|---:|---:|
| 1.335 | 1.0285 | 1.0285 | 1.0284 |
| 0.800 | 1.3949 | 1.3956 | 1.3940 |
| 1.900 | 1.0568 | 1.0569 | 1.0567 |

The mean energy of the pair also gives the mean wall displacement. Combining this spacing with half of it, so as to remove a correction quadratic in $a$, yields 0.500 spacings.

As a control, a parabolic well was placed in the interior of the chain, where its lowest states do not reach the ends. Their splitting is below $10^{-11}$ meV. In this model a smooth potential alone leaves the valleys degenerate at the accuracy of the calculation, and the wall supplies the coupling.

These values illustrate a contact constant. They do not predict the splitting at a real Si/SiO₂ interface. The chain has one orbital per layer and omits silicon's actual Bloch functions, the oxide, atomic steps and disorder.

### Lemma 3 (one Hartree subband)

Let an inversion layer have $N_{\rm inv}$ electrons per area in one subband. Let the depletion charge, of number density $N_{\rm dep}$ per area, lie so deep that its field is constant across the layer. With permittivity $\epsilon$ and the Hartree potential alone,

$$\langle V'\rangle=\frac{e^2}{\epsilon}\left(N_{\rm dep}+\frac{N_{\rm inv}}2\right). \tag{29}$$

**Proof.** By Gauss's law the force at depth $z$ comes from the depletion charge and the inversion electrons still deeper:

$$V'(z)=\frac{e^2}{\epsilon}\left[N_{\rm dep}+N_{\rm inv}Q(z)\right],\qquad Q(z)=\int_z^\infty f(u)^2du. \tag{30}$$

Since $Q'=-f^2$, $Q(0)=1$ and $Q(\infty)=0$,

$$\int_0^\infty f^2Q\,dz=-\int_0^\infty QQ'dz=\frac{Q(0)^2-Q(\infty)^2}{2}=\frac12.$$

Averaging equation (30) gives equation (29). ∎

The factor one half does not depend on the shape of the envelope. The surface force is instead $(e^2/\epsilon)(N_{\rm dep}+N_{\rm inv})$. The contact splitting is therefore linear in each density, but its ratio to the surface field changes with their proportion. That ratio falls by half between the depletion-dominated and the inversion-dominated limits.

A local exchange-correlation potential $v_{xc}(\rho)$, with $\rho=N_{\rm inv}f^2$, leaves this mean force unchanged for one subband, provided the integrals below converge. Its contribution is proportional to

$$\int_0^\infty\rho\,\frac{dv_{xc}}{d\rho}\frac{d\rho}{dz}\,dz=\int_{\rho(0)}^{\rho(\infty)}\rho\,\frac{dv_{xc}}{d\rho}\,d\rho=0,$$

because the density vanishes at both ends. An image potential is not a function of the local density, and its own mean force would have to be added. In its classical form $A/z$ it diverges at the wall, outside the assumptions of Theorem 1. The proof still goes through, because $(V-E)f^2\simeq Af'(0)^2z$ vanishes at the wall and $V'f^2$ stays finite there. But now $f''(0)=Af'(0)/K$, so equation (7) gains a term $Az/K$ in the bracket. Lemma 1 and Theorem 3 do not cover this term, since it moves with the wall and is not smooth on the scale of $a$. For relative permittivities 11.7 and 3.9, $A=0.0154$ eV nm and $Az/K\simeq0.05$ at one atomic layer.

For $N_{\rm dep}=10^{11}$ cm⁻², $N_{\rm inv}=5\times10^{11}$ cm⁻² and relative permittivity 11.7, $e^2/\epsilon=1.547$ eV nm. The temperature is taken to be low enough that only the lowest subband is occupied. With a transverse mass of $0.19\,m_e$ the Fermi level lies 3.1 meV above this subband and the next levels about 11 meV above it, so this means roughly 20 K or below; at 77 K the lowest subband holds less than half of the electrons. The sum in equation (29) is $3.5\times10^{-3}$ nm⁻², so the mean force is 5.41 meV/nm. The self-consistent envelope, found by iteration on the mesh used before, has a subband energy of 31.1 meV and $Kf'(0)^2=5.41$ meV/nm. The surface force is 9.28 meV/nm. The two choices of field give

$$5.413\times0.13961\simeq0.756\ \text{meV},\qquad 9.280\times0.13961\simeq1.296\ \text{meV}.$$

The chain, diagonalized in the same converged potential, gives 0.777 meV. This is 2.9 percent above the mean-force formula, a much larger deviation than in the triangular well.

One correction of this sign follows from the wall positions. Their midpoint is at $-a/2$, whereas $\langle V'\rangle$ was evaluated with the wall at zero. Expanding the energy in the wall position $z_w$ replaces the mean force by

$$\langle V'\rangle-\frac a2\frac{d\langle V'\rangle}{dz_w}. \tag{31}$$

For a displacement $\delta$, $V(u+\delta)=V+\delta V'+\tfrac12\delta^2V''+\ldots$. Second-order perturbation theory for the ground state then gives

$$\frac{d\langle V'\rangle}{dz_w}=\frac{d^2E}{dz_w^2}
=\langle V''\rangle-2\sum_{n>0}\frac{|\langle n|V'|0\rangle|^2}{E_n-E_0}. \tag{32}$$

In the Hartree layer $V''=-(e^2/\epsilon)N_{\rm inv}f^2$ is negative, and the sum also lowers the result. The correction in equation (31) is therefore positive. In a triangular well it vanishes, because $V''=0$ and a constant $V'$ has no off-diagonal elements. To find its size, continue the potential linearly beyond the wall with the surface force, and differentiate the subband energy twice with respect to the wall position. The result is $d\langle V'\rangle/dz_w=-2.07$ meV/nm². The correction is then $0.0679\times2.07\simeq0.141$ meV/nm, or 2.6 percent of the mean force, which is most of the 2.9 percent. The remainder falls approximately as $a^2$ when the chain spacing is reduced in the same potential.

For the decision posed at the start, if the coupling is of contact type and the barrier is high, the contact constant multiplies the mean force in the subband concerned. That force must include every potential acting in the well, also an image potential if the calculation contains one. With the Hartree potential alone, using the surface field here would raise the estimate by a factor of 1.71. The image term is not small at these densities: in its classical form it pushes the electron away from the oxide with a mean force of about 3 meV/nm, which lowers the total to about 2.4 meV/nm and raises the factor to about 3.8.
